\section*{Finding the Metal Fraction of a Switching Oxide from Its Conductivity}

\section*{Problem}

An oxide film is partway through its switch from insulator to metal. It consists of metallic domains with conductivity $\sigma_m=1000$ S/cm, filling a volume fraction $f$, and insulating domains with conductivity $\sigma_i=0.1$ S/cm, filling the rest. The film as a whole conducts with $\sigma=100$ S/cm, one tenth of the metallic value. The domains are about 50 nm across, randomly placed, and equally extended in all directions on average. The film is 500 nm thick, so there are several domains across it. Conduction is steady and ohmic, and the domain boundaries add no resistance of their own.

\begin{enumerate}
\item[(a)] A single sphere of conductivity $\sigma_p$ lies in a uniform medium of conductivity $\sigma$. Far away the field is $E_0$. Find the field $E_p$ inside the sphere.
\item[(b)] In the Bruggeman approximation, each domain is treated as such a sphere, and the surrounding medium is given the unknown conductivity of the mixture. Derive the equation linking $f$ and $\sigma$.
\item[(c)] Solve it for $f$ and evaluate the metal fraction.
\item[(d)] Show that the answer is unique, and find how far it moves if $\sigma$ is wrong by 10 percent.
\item[(e)] Solve the equation the other way, for $\sigma$ at given $f$, and explain how the answer to (c) depends on the ratio $\sigma_m/\sigma_i$.
\item[(f)] Decide which part of the answer comes from the measured conductivity and which part from the assumed geometry.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] In steady conduction the potential obeys Laplace's equation in each region. Try a uniform field inside, and a uniform field plus a dipole outside. Two quantities are continuous at the surface: the potential and the normal current density.
\item[(b)] The conductivity of a mixture is defined by averages: mean current density equals $\sigma$ times mean field.
\item[(c)] The equation is quadratic in $\sigma$ but linear in $f$. Write it as $fA=(1-f)B$ with $A$ and $B$ positive.
\item[(d)] Divide out the product in the numerator before differentiating.
\item[(e)] Look at the sign of the product of the two roots.
\item[(f)] Write the mean field and the mean current as sums over the two phases, without using the sphere result, and eliminate the insulator.
\end{enumerate}

\section*{Full solution}

\subsection*{(a) Field in one sphere}

Let the sphere have radius $a$, and measure the angle $\theta$ from the applied field. With $\mathbf E=-\nabla\phi$, the trial potentials are
\begin{align}
\phi_{\rm in}&=-E_p\,r\cos\theta, \\
\phi_{\rm out}&=-E_0\,r\cos\theta+\frac{B_d\cos\theta}{r^2}.
\end{align}
Both satisfy Laplace's equation. The first is finite at the centre, and the second has the required field far away. Continuity of the potential at $r=a$ gives
\begin{equation}
-E_pa=-E_0a+\frac{B_d}{a^2}
\quad\Rightarrow\quad B_d=(E_0-E_p)a^3 .
\end{equation}
The normal current density is $-\sigma\,\partial\phi/\partial r$ in each region. Its continuity gives
\begin{equation}
\sigma_pE_p=\sigma\left(E_0+\frac{2B_d}{a^3}\right)
=\sigma(3E_0-2E_p).
\end{equation}
Collecting the terms in $E_p$,
\begin{equation}
E_p=\frac{3\sigma}{\sigma_p+2\sigma}\,E_0 .
\label{sphere}
\end{equation}
If $\sigma_p=\sigma$ the sphere is invisible and $E_p=E_0$. A very good conductor expels the field, while a perfect insulator carries $3E_0/2$. The radius has dropped out, so a spread of domain sizes does not matter in this model.

\subsection*{(b) The Bruggeman equation}

Let $E_m$ and $E_i$ be the fields from (\ref{sphere}) with $\sigma_p=\sigma_m$ and $\sigma_p=\sigma_i$. The definition of the mixture's conductivity, $\langle J\rangle=\sigma\langle E\rangle$, reads
\begin{equation}
f\sigma_mE_m+(1-f)\sigma_iE_i
=\sigma\left[fE_m+(1-f)E_i\right].
\end{equation}
Move everything to the left, insert the two fields and divide by the common factor $3\sigma E_0$:
\begin{equation}
f\,\frac{\sigma_m-\sigma}{\sigma_m+2\sigma}
+(1-f)\,\frac{\sigma_i-\sigma}{\sigma_i+2\sigma}=0 .
\label{brugg}
\end{equation}
The mean field must also equal the applied field. Since
\begin{equation}
\frac{E_p}{E_0}=\frac{3\sigma}{\sigma_p+2\sigma}
=1-\frac{\sigma_p-\sigma}{\sigma_p+2\sigma},
\end{equation}
averaging over the phases gives 1 minus the left side of (\ref{brugg}), which is 1. The two requirements are therefore the same condition.

The approximation lies in replacing the actual neighbours of a domain by a uniform medium. A real metallic domain may touch other metal on one side and insulator on the other, and (\ref{brugg}) retains no record of this.

\subsection*{(c) Inversion and number}

For $\sigma_i<\sigma<\sigma_m$ define the positive quantities
\begin{equation}
A=\frac{\sigma_m-\sigma}{\sigma_m+2\sigma},\qquad
B=\frac{\sigma-\sigma_i}{\sigma_i+2\sigma}.
\end{equation}
Equation (\ref{brugg}) is $fA=(1-f)B$, so $f=B/(A+B)$. Multiplying numerator and denominator by $(\sigma_m+2\sigma)(\sigma_i+2\sigma)$ gives
\begin{equation}
f=\frac{(\sigma-\sigma_i)(\sigma_m+2\sigma)}
{(\sigma_m-\sigma)(\sigma_i+2\sigma)+(\sigma-\sigma_i)(\sigma_m+2\sigma)} .
\end{equation}
The two products in the denominator are
\begin{align}
(\sigma_m-\sigma)(\sigma_i+2\sigma)
&=\sigma_m\sigma_i+2\sigma_m\sigma-\sigma\sigma_i-2\sigma^2,\\
(\sigma-\sigma_i)(\sigma_m+2\sigma)
&=\sigma\sigma_m+2\sigma^2-\sigma_i\sigma_m-2\sigma\sigma_i .
\end{align}
In their sum the terms $\sigma_m\sigma_i$ and $2\sigma^2$ cancel, leaving $3\sigma(\sigma_m-\sigma_i)$. Hence
\begin{equation}
f=\frac{(\sigma-\sigma_i)(\sigma_m+2\sigma)}{3\sigma(\sigma_m-\sigma_i)} .
\label{inverse}
\end{equation}
With conductivities in S/cm,
\begin{equation}
f=\frac{(100-0.1)(1000+200)}{3\times100\times(1000-0.1)}
=\frac{99.9\times1200}{300\times999.9}=0.3996 .
\end{equation}
In the Bruggeman approximation, about 40 percent of the film is metallic. Substitution in (\ref{brugg}) confirms it: $A=0.7500$ and $B=0.49925$, so $fA$ and $(1-f)B$ are both 0.2997.

\subsection*{(d) Uniqueness and sensitivity}

Dividing out the numerator of (\ref{inverse}),
\begin{equation}
f=\frac{1}{3(\sigma_m-\sigma_i)}
\left(\sigma_m-2\sigma_i+2\sigma-\frac{\sigma_m\sigma_i}{\sigma}\right),
\end{equation}
and therefore
\begin{equation}
\frac{df}{d\sigma}=\frac{2+\sigma_m\sigma_i/\sigma^2}{3(\sigma_m-\sigma_i)}>0 .
\end{equation}
The fraction rises steadily from $f=0$ at $\sigma=\sigma_i$ to $f=1$ at $\sigma=\sigma_m$. Each conductivity in this range thus belongs to one fraction, and each fraction to one conductivity.

Here $\sigma_m\sigma_i/\sigma^2=0.01$ and the slope is $6.70\times10^{-4}$ cm/S. A 10 percent error in $\sigma$, or 10 S/cm, changes $f$ by 0.0067, with both phase conductivities held fixed. Within the model the inversion is forgiving. The reverse prediction is not: an error of 0.0067 in $f$ would spoil the predicted conductivity by 10 percent.

\subsection*{(e) The forward solution and the phase ratio}

Multiply (\ref{inverse}) by its denominator and expand the right side:
\begin{equation}
3f\sigma(\sigma_m-\sigma_i)
=2\sigma^2+\sigma(\sigma_m-2\sigma_i)-\sigma_m\sigma_i .
\end{equation}
Collecting powers of $\sigma$,
\begin{equation}
2\sigma^2-b\sigma-\sigma_m\sigma_i=0,\qquad
b=(3f-1)\sigma_m+(2-3f)\sigma_i .
\end{equation}
The product of the roots is $-\sigma_m\sigma_i/2$, which is negative, so one root is positive and one negative. The physical root is
\begin{equation}
\sigma=\frac{b+\sqrt{b^2+8\sigma_m\sigma_i}}{4}.
\label{forward}
\end{equation}
It gives the following values for the two phases of the problem:
\begin{center}
\begin{tabular}{cc}
$f$ & $\sigma$ (S/cm)\\
0.200 & 0.250\\
$1/3$ & 7.10\\
0.400 & 100.5\\
0.500 & 250.2
\end{tabular}
\end{center}

Three regimes explain this table when $\sigma_i\ll\sigma_m$. Well above $f=1/3$, $b$ is positive and the square root is close to $b$, so $\sigma\approx b/2\approx(3f-1)\sigma_m/2$. Well below $f=1/3$, $b$ is negative and the two terms in (\ref{forward}) nearly cancel. The quadratic itself is then more useful: $2\sigma^2$ is negligible, and $\sigma\approx\sigma_m\sigma_i/|b|\approx\sigma_i/(1-3f)$. For $f=0.2$ this is $0.1/0.4=0.25$ S/cm. At $f=1/3$, $b=\sigma_i$ is negligible beside the square root, and $\sigma\approx\sqrt{\sigma_m\sigma_i/2}$, the geometric mean of the phases apart from a factor $1/\sqrt2$.

One third is the model's percolation threshold: for a perfectly insulating second phase, the mixture conducts only above it. To see how the phase ratio enters the inverse problem, factor (\ref{inverse}) as
\begin{equation}
f=\frac13\left(1+\frac{2\sigma}{\sigma_m}\right)
\frac{1-\sigma_i/\sigma}{1-\sigma_i/\sigma_m}.
\end{equation}
For $\sigma_i\to0$ at fixed $\sigma/\sigma_m=0.1$ the last fraction tends to 1, and $f=1.2/3=0.4000$. Of this, 0.333 is needed to reach the threshold and 0.067 supplies the conductivity. The actual ratio of 10000 lowers the result by only 0.0004, because $\sigma_i$ is a thousandth of $\sigma$. With a ratio of 100, $\sigma_i$ is a tenth of $\sigma$ and the fraction drops to 0.364. The condition for ignoring the insulator's conductivity is thus $\sigma_i\ll\sigma$, which is stricter than $\sigma_i\ll\sigma_m$.

\subsection*{(f) What is measured and what is assumed}

Now let $E_m$ and $E_i$ denote the true mean field components along $E_0$ in the two phases, for any arrangement whose mean current is parallel to the mean field. The definitions of mean field and mean current give
\begin{align}
fE_m+(1-f)E_i&=E_0,\\
f\sigma_mE_m+(1-f)\sigma_iE_i&=\sigma E_0 .
\end{align}
Subtract $\sigma_i$ times the first line from the second:
\begin{equation}
f=\frac{\sigma-\sigma_i}{\sigma_m-\sigma_i}\,\frac{E_0}{E_m}.
\label{exact}
\end{equation}
The first factor, 0.0999, is fixed by the conductivities. Geometry enters through $E_m/E_0$ alone. For spheres, (\ref{sphere}) gives $E_m/E_0=300/1200=0.25$, and $0.0999/0.25=0.3996$ as before. The corresponding insulator field is $1.50E_0$. The metal has the weaker field but carries a share $f\sigma_mE_m/(\sigma E_0)=0.999$ of the mean current.

Other arrangements give quite different fractions for the same three conductivities. If metallic columns run along the current, the phases are in parallel, $E_m=E_0$ and $f=0.0999$. If the phases are layers crossed in series, the current density is uniform, $E_m=\sigma E_0/\sigma_m=0.1E_0$ and $f=0.999$. Linear interpolation of $\log\sigma$ between the phases would give $f=3/4$, since 100 S/cm lies three decades above $\sigma_i$ on a scale of four. The value of 40 percent therefore rests on the Bruggeman picture of random, equiaxed domains as much as on the measured conductivity. Even among random arrangements the fraction can differ, as Variation 2 shows.

\subsection*{Comparison with a real switching oxide}

The parameters are round numbers in the rough regime of vanadium dioxide near its transition at about 340 K. If the conductivity jump is smaller than $10^4$, the insulator's conductivity matters more, as (e) shows. The thickness matters too. In a film of 100 nm, domains of 50 nm may reach through much of the thickness, and Variation 1 shows that the inferred fraction moves towards 55 percent. The bond network of Variation 2, cut to two layers with insulating faces, needs about 0.46. Even ten layers, as in the 500 nm film, raise the fraction by 0.01 to 0.02 over the bulk value in the two networks of that variation. A device switched by voltage may instead form a metallic filament along the current. If that filament joins the electrodes with uniform cross-section, the parallel result applies and the fraction is 10 percent. Geometry is thus the assumption to examine first.

Other neglected effects can be sized for a film 1 $\mu$m long and wide, read at 0.001 MV/cm, which is 0.1 V across its length.

\emph{Temperature drift.} With a rough activation energy of 0.3 eV, warming by 5 K from 340 K raises $\sigma_i$ by a factor of 1.16. At fixed $\sigma$ and $\sigma_m$, the inferred $f$ changes by less than 0.0001. This is only the effect through $\sigma_i$: near the transition, warming also changes the metal fraction itself, and with it $\sigma$.

\emph{Joule heating.} The heat per film area is $q=\sigma E_0^2t$, where $t$ is the thickness:
\begin{equation}
q=100\times(10^3)^2\times5\times10^{-5}=5000\ \mathrm{W/cm^2}.
\end{equation}
Heat from a square of side $L$ spreads into a thick substrate through a thermal resistance of order $1/(\kappa L)$. The power is $qL^2$, so the steady temperature rise is of order $qL/\kappa$. For $\kappa=0.3$ W/(cm K) this is 1.7 K. The figure is good to a factor of about two. For a uniformly heated square on a half-space the mean rise is $0.47\,qL/\kappa$, or 0.8 K, while the film's own thermal resistance adds a mean $qt/(3\kappa_f)$, another 1.7 K for $\kappa_f=0.05$ W/(cm K). Heat carried off by the electrodes is left out. If the metal fraction grew evenly over a transition 10 K wide, such a rise would by itself add about 0.17 to $f$. The change need not stop there. By the slope in (d), each kelvin then adds 0.1 to $f$ and about 150 S/cm to $\sigma$, and at fixed voltage the extra conduction raises the steady heating by a further 2.5 K. On this estimate the film runs away towards the metal instead of settling near 100 S/cm. This is not an error of the inversion, which describes the film as it is at the moment of reading, but it means that the reading can alter the state. Halving the field reduces both the heating at given conductivity and the feedback fourfold. The feedback is then about 0.62 K per kelvin, and the film can settle, but not where it started: the first rise of 0.42 K grows to $0.42/(1-0.62)=1.1$ K, and $\sigma$ ends near 270 S/cm. This end value is sensitive to the thermal resistance. With the factor 0.47 alone, $\sigma$ ends near 140 S/cm; with the film's own resistance added, the feedback is 0.92 K per kelvin and the film turns fully metallic. A reading that leaves the state nearly unchanged needs a weaker field still: at a tenth of the original field, $\sigma$ moves by less than 5 percent in all three estimates.

\emph{Nonohmic conduction.} Over a hop of 1 nm in the mean insulator field, a carrier gains 0.005 of the thermal energy $kT=0.0293$ eV, so simple hopping in the average insulating region is ohmic. Field lowering of Coulomb traps (the Poole--Frenkel effect, in its three-dimensional form) could still raise $\sigma_i$ by 6 to 12 percent for a relative permittivity between 36 and 10, which moves $f$ by less than 0.0001. Narrow gaps between metallic domains can have much larger fields, which this average does not bound.

\emph{Tunnelling.} Through a barrier of height $\Phi=0.3$ eV, the tunnelling probability falls by a factor $e$ over $\hbar/(2\sqrt{2m_e\Phi})=0.18$ nm, taking the free-electron mass. This is 0.4 percent of a domain's width, so tunnelling matters only for narrow gaps. Because the insulator conducts so weakly, a free-electron estimate has tunnelling outweigh its ordinary conduction up to a gap of about 2 nm.

\emph{Local conductivity.} Ohm's law inside a domain needs a mean free path well below 50 nm. With $\sigma_m=ne^2\tau/m$, path $\ell=v_F\tau$ and $v_F=\hbar k_F/m$, the mass cancels and $\ell=\sigma_m\hbar k_F/(ne^2)$, where $k_F=(3\pi^2n)^{1/3}$. A rough density $n=3\times10^{21}$ cm$^{-3}$ gives 0.6 nm. A density ten times larger gives 0.13 nm, less than an atomic spacing. So short a path strains the free-electron picture, but either value leaves a wide margin.

\section*{Variation 1: domains that span the film}

\emph{Let each domain be a cylinder running through the thickness, with current flowing in the film plane. Keep the three conductivities. What is $f$?}

In two dimensions the dipole potential is $B_d\cos\theta/r$. Continuity of potential gives $B_d=(E_0-E_p)a^2$, and continuity of normal current gives
\begin{equation}
\sigma_pE_p=\sigma\left(E_0+\frac{B_d}{a^2}\right)=\sigma(2E_0-E_p)
\quad\Rightarrow\quad
E_p=\frac{2\sigma}{\sigma_p+\sigma}E_0 .
\end{equation}
Relation (\ref{exact}) now supplies the inverse without a new elimination:
\begin{equation}
f=\frac{(\sigma-\sigma_i)(\sigma_m+\sigma)}{2\sigma(\sigma_m-\sigma_i)}
=\frac{99.9\times1100}{200\times999.9}=0.5495 .
\end{equation}
Its use is justified because the two-dimensional Bruggeman condition again makes the mean field $E_0$, by the argument in (b). For $\sigma_i\to0$ the result is $f=(1+\sigma/\sigma_m)/2$, so the threshold has moved from one third to one half. Current can no longer pass above or below an insulating domain, and more metal is needed for the same conductivity.

\section*{Variation 2: a network of random resistors}

\emph{Each bond of a simple cubic network is metallic with probability $f$ and insulating otherwise, with conductances in the ratio 10000. Find its effective-medium equation, and compare the prediction with solutions of Kirchhoff's laws.}

First let all bonds have conductance $g$. Feed a current $I$ into one node and let it leave far away. By symmetry $I/6$ flows through each of the six bonds. Drawing $I$ out at a neighbouring node adds another $I/6$ in the shared bond. With both connections present, that bond carries $I/3$ and has a voltage $I/(3g)$. The conductance between neighbours is therefore $3g$: the bond itself provides $g$ and the rest of the network $2g$.

Now replace this bond by one of conductance $g_p$. The rest of the network acts as a source of voltage $V_s$ with internal conductance $2g$. If the original bond had voltage $V_0$, then $V_0=V_s\,2g/(2g+g)$, so $V_s=3V_0/2$. The new voltage is
\begin{equation}
V_p=V_s\,\frac{2g}{2g+g_p}=\frac{3g}{g_p+2g}\,V_0 .
\end{equation}
This is (\ref{sphere}) with conductances in place of conductivities. The averaging in (b) then yields (\ref{brugg}) again, and the predicted fraction at one tenth of the metallic conductance is 0.400.

Kirchhoff's equations were solved for four random periodic networks of $16^3$ nodes. At $f=0.7$ their mean conductance was 0.543 of the metallic value, against 0.550 from Bruggeman, a difference of 1.3 percent. Interpolation between fractions 0.04 apart puts one tenth of the metallic conductance at $f=0.389$. The standard error over the samples is 0.0005, which includes neither the error of the interpolation nor that of the finite network. More closely spaced fractions on networks from $16^3$ to $40^3$ nodes give 0.384 to 0.388, so for this arrangement the Bruggeman inversion is high by 0.01 to 0.02.

A second network assigns the phase to the nodes, as if each were a grain. A bond then consists of two half-grains in series, with conductance $2g_1g_2/(g_1+g_2)$ for grains of conductance $g_1$ and $g_2$. The same target now requires $f=0.495$, with a standard error of 0.004. A contact between metal and insulator has nearly twice the insulating conductance, so a good bond needs metal at both ends. At metal fraction $f$ only a share of about $f^2$ of the bonds is then good, against $f$ in the first network. The share alone would require $f\approx\sqrt{0.389}=0.62$. The actual value is lower because good bonds meet at metallic nodes and so join into paths more readily than bonds placed independently. This network allows one potential per grain and contacts through faces alone, so it is not a full solution for a film. Resolving the field inside cubic grains matters: splitting each grain into $2^3$ and $3^3$ cells raises the conductance of one sample at $f=0.495$ from 0.105 to 0.130 and 0.138 of the metallic value, so such grains need a fraction a few hundredths lower. It does show that random, statistically isotropic arrangements can differ by 0.1 in $f$ at the same conductivity, far more than the 0.0067 caused by a 10 percent error in $\sigma$. The numerical output gives the values to more digits.

\section*{Computed results}
\begin{verbatim}
metallic conductivity: 1000 S/cm
insulating conductivity: 0.1 S/cm
mixture conductivity: 100 S/cm
metal fraction, 3D Bruggeman: 0.39964 (= 39.96 percent)
metal term (s_m-s)/(s_m+2s): 0.75000
insulator term (s_i-s)/(s_i+2s): -0.49925
mean field in metal / applied field: 0.2500
mean field in insulator / applied field: 1.4993
share of current density average from metal: 0.99910
slope df/ds: 6.7007e-04 cm/S
change of f for 10 percent change of s: 0.00670
metal fraction for perfect insulator: 0.40000
metal fraction for phase ratio 100: 0.36364
forward conductivity at f = 0.2000: 0.2498 S/cm
forward conductivity at f = 0.3333: 7.0961 S/cm
forward conductivity at f = 0.4000: 100.5373 S/cm
forward conductivity at f = 0.5000: 250.2248 S/cm
metal fraction, parallel layers: 0.09991
metal fraction, series layers: 0.99910
metal fraction, logarithmic mixing: 0.75000
metal fraction, film-spanning cylinders: 0.54950
bond network s/s_m at f = 0.7: 0.5429
Bruggeman s/s_m at f = 0.7: 0.5501
bond network fraction at s/s_m = 0.1: 0.3891
  standard error over 4 samples: 0.0005
grain network fraction at s/s_m = 0.1: 0.4953
  standard error over 4 samples: 0.0041
temperature: 340 K; thermal energy: 0.0293 eV
activation energy: 0.3 eV; drift: 5 K
insulator conductivity factor after drift: 1.160
inferred metal fraction after drift: 0.39958
domain size: 50 nm; film: 500 nm
device length: 1 um; field: 0.001 MV/cm
substrate heat conductivity: 0.3 W/(cm K)
Joule heat per film area: 5000 W/cm2
steady heating estimate q L/kappa: 1.67 K
heating / assumed 10 K transition width: 0.167
hop length: 1 nm; hop energy / kT: 0.00512
tunnel decay length, 0.3 eV barrier: 0.178 nm
tunnel decay length / domain size: 0.00356
metal carrier density: 3.0e+21 cm^-3
free-electron mean free path: 0.61 nm
\end{verbatim}
